# EUV Standing Waves on Silicon: Small Reflectance, Percent-Level Ripple: a program that tests the result

```python
"""Standing-wave ripple in a resist on silicon.

Result under test: the local fringe contrast at height d above silicon is
    V = 2 rho / (1 + rho^2),  rho = |r| exp(-alpha d),
    r = (q_resist - q_silicon) / (q_resist + q_silicon).
For indices near one, V is approximately |n_resist - n_silicon| at d = 0,
so it is much larger than the intensity reflectance |r|^2.

Symbols: n = 1 - delta + i beta; k = 2 pi / wavelength;
q = sqrt(n^2 - sin(theta)^2); alpha = 2 k Im(q).
Contrast is (max-min)/(max+min) after removing the absorption trend.
Lengths are in nm. The field is s polarized, with time factor exp(-i omega t).
The reference side integrates the Helmholtz equation numerically.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const


def normal_index(n, sine=0.0):
    return np.sqrt(complex(n)**2 - sine**2)


def reflection(n_resist, n_silicon, sine=0.0):
    q_r = normal_index(n_resist, sine)
    q_s = normal_index(n_silicon, sine)
    return (q_r - q_s) / (q_r + q_s)


def contrast_formula(n_resist, n_silicon, wavelength, height, sine=0.0):
    q = normal_index(n_resist, sine)
    alpha = 4 * np.pi * q.imag / wavelength
    rho = abs(reflection(n_resist, n_silicon, sine)) * np.exp(-alpha * height)
    return 2 * rho / (1 + rho**2)


def integrate_intensity(n_resist, n_silicon, wavelength, top, sine=0.0):
    """Integrate from a purely downgoing wave inside silicon into resist."""
    k = 2 * np.pi / wavelength
    q_s = normal_index(n_silicon, sine)
    q_r = normal_index(n_resist, sine)

    def helmholtz(q):
        return lambda d, y: np.array([y[1], -(k * q)**2 * y[0]])

    options = dict(method="DOP853", rtol=1e-10, atol=1e-12)
    start = np.array([1.0 + 0j, -1j * k * q_s])
    below = solve_ivp(helmholtz(q_s), (-5.0, 0.0), start, **options)
    heights = np.linspace(0.0, top, 7001)
    film = solve_ivp(helmholtz(q_r), (0.0, top), below.y[:, -1],
                     t_eval=heights, **options)
    assert below.success and film.success
    return heights, np.abs(film.y[0])**2


def measured_contrast(heights, intensity, alpha, period, centre):
    """Read fringe extrema over one period without using reflection."""
    selected = np.abs(heights - centre) <= period / 2 + 1e-9
    relative = intensity[selected] * np.exp(-alpha * heights[selected])
    return np.ptp(relative) / (relative.max() + relative.min())


# EUV model at normal incidence
wavelength = 13.5
n_resist = 1 - 0.02 + 0.006j
n_silicon = 1 - 0.001 + 0.002j
delta_n = n_resist - n_silicon
k = 2 * np.pi / wavelength
alpha = 2 * k * n_resist.imag
period = wavelength / (2 * n_resist.real)
r = reflection(n_resist, n_silicon)
V0 = contrast_formula(n_resist, n_silicon, wavelength, 0.0)
heights, intensity = integrate_intensity(
    n_resist, n_silicon, wavelength, 140.0)

# Full profile and small-contrast profile, both against the integration
relative_profile = intensity / intensity[0]
phase = np.exp(2j * k * n_resist * heights)
full_profile = (np.exp(alpha * heights) * np.abs(1 + r * phase)**2
                / abs(1 + r)**2)
assert np.max(np.abs(relative_profile / full_profile - 1)) < 1e-6
small_profile = (np.exp(alpha * heights) * (1 + (delta_n * phase).real)
                 / (1 + delta_n.real))
small_error = np.max(np.abs(relative_profile / small_profile - 1))
# Neglected terms are second order in the index departures from one.
assert small_error < 1e-3

# Extrema near silicon; attenuation within one period permits a 2% error
V_near = measured_contrast(heights, intensity, alpha, period, period / 2)
V_near_formula = contrast_formula(
    n_resist, n_silicon, wavelength, period / 2)
assert abs(V_near / V_near_formula - 1) < 0.02
assert V_near > 0.01 and abs(r)**2 < 0.001

# Height at which attenuation brings the contrast to one percent
one_percent_height = np.log(V0 / 0.01) / alpha
V_far = measured_contrast(
    heights, intensity, alpha, period, one_percent_height)
assert abs(V_far / 0.01 - 1) < 0.02

# Direct Gaussian convolution of the numerical intensity
sigma = 2.0
blur_centre = 30.0
K = 2 * np.pi / period
blur_factor = np.exp(-(K * sigma)**2 / 2)
blur_heights = np.linspace(blur_centre - period / 2,
                           blur_centre + period / 2, 401)
blurred = []
for point in blur_heights:
    weight = np.exp(-(heights - point)**2 / (2 * sigma**2))
    blurred.append(np.sum(weight * intensity) / np.sum(weight))
V_blur = measured_contrast(
    blur_heights, np.array(blurred), alpha, period, blur_centre)
V_unblurred = measured_contrast(
    heights, intensity, alpha, period, blur_centre)
V_blur_formula = blur_factor * contrast_formula(
    n_resist, n_silicon, wavelength, blur_centre)
# Attenuation within the measurement window limits the comparison.
assert abs(V_blur / V_blur_formula - 1) < 0.03

# Edge ray of the exposure cone, with the small-contrast angular factor
sine = 0.33
cosine = np.sqrt(1 - sine**2)
q_edge = normal_index(n_resist, sine)
alpha_edge = 2 * k * q_edge.imag
period_edge = wavelength / (2 * q_edge.real)
h_edge, i_edge = integrate_intensity(
    n_resist, n_silicon, wavelength, 20.0, sine)
V_edge = measured_contrast(
    h_edge, i_edge, alpha_edge, period_edge, period_edge / 2)
V_edge_small = (abs(delta_n) / cosine**2
                * np.exp(-alpha * period_edge / (2 * cosine)))
# First-order indices and attenuation over a period cause percent-level error.
assert abs(V_edge / V_edge_small - 1) < 0.04
V_edge_interface = contrast_formula(
    n_resist, n_silicon, wavelength, 0.0, sine)

# Dependence on resist index
scan = []
for delta in (0.01, 0.02, 0.03):
    n_trial = 1 - delta + 0.006j
    p_trial = wavelength / (2 * n_trial.real)
    h_trial, i_trial = integrate_intensity(
        n_trial, n_silicon, wavelength, 20.0)
    numerical = measured_contrast(
        h_trial, i_trial, alpha, p_trial, p_trial / 2)
    predicted = contrast_formula(
        n_trial, n_silicon, wavelength, p_trial / 2)
    assert abs(numerical / predicted - 1) < 0.02
    interface = contrast_formula(n_trial, n_silicon, wavelength, 0.0)
    scan.append((delta, abs(n_trial - n_silicon), interface))
assert scan[0][2] < 0.01 < scan[1][2] < scan[2][2]

# DUV comparison with rough refractive indices
duv_wavelength = 193.0
duv_resist = 1.7 + 0.02j
duv_silicon = 0.9 + 2.8j
duv_alpha = 4 * np.pi * duv_resist.imag / duv_wavelength
duv_period = duv_wavelength / (2 * duv_resist.real)
h_duv, i_duv = integrate_intensity(
    duv_resist, duv_silicon, duv_wavelength, 120.0)
V_duv_numerical = measured_contrast(
    h_duv, i_duv, duv_alpha, duv_period, duv_period / 2)
V_duv_formula = contrast_formula(
    duv_resist, duv_silicon, duv_wavelength, duv_period / 2)
assert abs(V_duv_numerical / V_duv_formula - 1) < 0.03
r_duv = reflection(duv_resist, duv_silicon)
V_duv = contrast_formula(duv_resist, duv_silicon, duv_wavelength, 0.0)
assert V_duv > 20 * V0

# Size of delta from free valence electrons in a C5H8O2 repeat unit
density = 1.2
molar_mass = 5 * 12.011 + 8 * 1.008 + 2 * 15.999
valence_electrons = 5 * 4 + 8 * 1 + 2 * 6
electron_density = (density * 1e6 / molar_mass
                    * const.Avogadro * valence_electrons)
radius = const.physical_constants["classical electron radius"][0]
delta_valence = (radius * (wavelength * 1e-9)**2
                 * electron_density / (2 * np.pi))
omega = 2 * np.pi * const.c / (wavelength * 1e-9)
omega_p = np.sqrt(electron_density * const.e**2
                  / (const.epsilon_0 * const.m_e))
delta_dispersion = 1 - np.sqrt(1 - (omega_p / omega)**2)
# The weak-response formula omits the next order in omega_p^2/omega^2.
assert abs(delta_valence / delta_dispersion - 1) < 0.02
assert abs(delta_valence / (1 - n_resist.real) - 1) < 0.25

print(f"EUV wavelength: {wavelength:.1f} nm")
print(f"EUV resist index: {n_resist:.3f} (dimensionless)")
print(f"EUV silicon index: {n_silicon:.3f} (dimensionless)")
print(f"EUV index difference: {delta_n:.3f} (dimensionless)")
print(f"EUV |index difference|: {abs(delta_n):.5f} (dimensionless)")
print(f"EUV amplitude reflection r: {r:.6f} (dimensionless)")
print(f"EUV |r|: {abs(r):.6f} (dimensionless)")
print(f"EUV intensity reflectance R: {100 * abs(r)**2:.5f} percent")
print(f"EUV ripple amplitude at interface: {100 * V0:.3f} percent")
print(f"EUV peak-to-valley ripple: {200 * V0:.3f} percent")
print(f"EUV ripple period: {period:.3f} nm")
print(f"EUV absorption coefficient: {alpha:.6f} 1/nm")
print(f"Near-interface window centre: {period / 2:.3f} nm")
print(f"Near-interface contrast, integration: {100 * V_near:.3f} percent")
print(f"Near-interface contrast, formula: {100 * V_near_formula:.3f} percent")
print(f"Largest small-contrast profile error: {100 * small_error:.4f} percent")
print(f"Height for 1 percent amplitude: {one_percent_height:.1f} nm")
print(f"Contrast there, integration: {100 * V_far:.3f} percent")
print(f"Gaussian blur sigma: {sigma:.1f} nm")
print(f"Blur test height: {blur_centre:.1f} nm")
print(f"Ripple multiplier from blur: {blur_factor:.4f} (dimensionless)")
print(f"Contrast before blur: {100 * V_unblurred:.3f} percent")
print(f"Contrast after blur, convolution: {100 * V_blur:.3f} percent")
print(f"Contrast after blur, formula: {100 * V_blur_formula:.3f} percent")
print(f"Edge-ray sine: {sine:.2f} (dimensionless)")
print(f"Edge-ray angle: {np.degrees(np.arcsin(sine)):.2f} degrees")
print(f"Edge-ray interface ripple: {100 * V_edge_interface:.3f} percent")
for delta, difference, contrast in scan:
    print(f"Scan delta={delta:.2f}: |dn|={difference:.5f}, "
          f"amplitude={100 * contrast:.3f} percent")
print(f"DUV wavelength: {duv_wavelength:.1f} nm")
print(f"DUV resist index: {duv_resist:.2f} (dimensionless)")
print(f"DUV silicon index: {duv_silicon:.1f} (dimensionless)")
print(f"DUV |r|: {abs(r_duv):.3f} (dimensionless)")
print(f"DUV intensity reflectance: {100 * abs(r_duv)**2:.1f} percent")
print(f"DUV ripple amplitude at interface: {100 * V_duv:.1f} percent")
print(f"DUV ripple period: {duv_period:.1f} nm")
print(f"DUV/EUV ripple amplitude ratio: {V_duv / V0:.1f} (dimensionless)")
print(f"Repeat-unit density: {density:.1f} g/cm^3")
print(f"Repeat-unit molar mass: {molar_mass:.3f} g/mol")
print(f"Valence electrons per repeat unit: {valence_electrons} (count)")
print(f"Valence electron density: {electron_density * 1e-27:.1f} 1/nm^3")
print(f"Valence-electron estimate of delta: {delta_valence:.4f} (dimensionless)")
print(f"Plasma-dispersion delta: {delta_dispersion:.4f} (dimensionless)")
print("all assertions hold")
```

It prints:

```
EUV wavelength: 13.5 nm
EUV resist index: 0.980+0.006j (dimensionless)
EUV silicon index: 0.999+0.002j (dimensionless)
EUV index difference: -0.019+0.004j (dimensionless)
EUV |index difference|: 0.01942 (dimensionless)
EUV amplitude reflection r: -0.009592+0.002060j (dimensionless)
EUV |r|: 0.009811 (dimensionless)
EUV intensity reflectance R: 0.00963 percent
EUV ripple amplitude at interface: 1.962 percent
EUV peak-to-valley ripple: 3.924 percent
EUV ripple period: 6.888 nm
EUV absorption coefficient: 0.005585 1/nm
Near-interface window centre: 3.444 nm
Near-interface contrast, integration: 1.941 percent
Near-interface contrast, formula: 1.925 percent
Largest small-contrast profile error: 0.0393 percent
Height for 1 percent amplitude: 120.7 nm
Contrast there, integration: 1.009 percent
Gaussian blur sigma: 2.0 nm
Blur test height: 30.0 nm
Ripple multiplier from blur: 0.1893 (dimensionless)
Contrast before blur: 1.664 percent
Contrast after blur, convolution: 0.315 percent
Contrast after blur, formula: 0.314 percent
Edge-ray sine: 0.33 (dimensionless)
Edge-ray angle: 19.27 degrees
Edge-ray interface ripple: 2.208 percent
Scan delta=0.01: |dn|=0.00985, amplitude=0.990 percent
Scan delta=0.02: |dn|=0.01942, amplitude=1.962 percent
Scan delta=0.03: |dn|=0.02927, amplitude=2.973 percent
DUV wavelength: 193.0 nm
DUV resist index: 1.70+0.02j (dimensionless)
DUV silicon index: 0.9+2.8j (dimensionless)
DUV |r|: 0.754 (dimensionless)
DUV intensity reflectance: 56.9 percent
DUV ripple amplitude at interface: 96.1 percent
DUV ripple period: 56.8 nm
DUV/EUV ripple amplitude ratio: 49.0 (dimensionless)
Repeat-unit density: 1.2 g/cm^3
Repeat-unit molar mass: 100.117 g/mol
Valence electrons per repeat unit: 40 (count)
Valence electron density: 288.7 1/nm^3
Valence-electron estimate of delta: 0.0236 (dimensionless)
Plasma-dispersion delta: 0.0239 (dimensionless)
all assertions hold
```
